\section*{Why the triplet splitting D falls from benzene to anthracene}

\section{The decision: which triplet wave function}

Before computing the zero-field splitting $D$ of an aromatic triplet, one must choose the configurations that enter its wave function. For naphthalene and anthracene a single excitation from the highest occupied to the lowest empty orbital (HOMO to LUMO) is a natural start. In benzene both levels are doubly degenerate, and symmetry forces a mixture. The choice matters: with identical integrals, benzene gives $D=0.110$ cm$^{-1}$ from one configuration and $0.145$ cm$^{-1}$ from the proper frontier mixture. A series that treats its members unequally therefore distorts the trend.

Measured values are roughly $0.16$, $0.10$ and $0.07$ cm$^{-1}$ for benzene, naphthalene and anthracene. Hückel orbitals with two-centre dipolar integrals explain the order and its main cause: the unpaired electrons spread over a larger frame and are less often on bonded neighbours, where the dipolar integral is largest. For naphthalene and anthracene the absolute values need more than frontier orbitals.

The model uses regular hexagons with bonds of $1.40$ Å ($2.646$ bohr), and a Slater $2p_z$ function of exponent $\zeta=1.625$ bohr$^{-1}$ on each carbon. The $z$ axis is normal to the plane. Products of functions on different atoms are neglected (zero differential overlap). Spin-orbit coupling, vibration and distortion of the triplet are left out. Equations are in Hartree atomic units; $D$ is quoted in cm$^{-1}$.

\section{From two magnetic moments to $D$}

Each electron carries a moment antiparallel to its spin. The two minus signs cancel, and the dipolar energy of a pair is
\begin{equation}
H=G\sum_{ij}K_{ij}s_{1i}s_{2j},\qquad
K_{ij}=\frac{r^2\delta_{ij}-3r_ir_j}{r^5},
\end{equation}
with $G=g^2\alpha^2/4$, which is $11.71$ cm$^{-1}$ bohr$^3$. The contact interaction, proportional to $\mathbf s_1\cdot\mathbf s_2$, shifts the three triplet sublevels equally and does not affect $D$.

Let $\mathbf S=\mathbf s_1+\mathbf s_2$. For one spin one-half, $s_is_j+s_js_i=\delta_{ij}/2$. Expanding the total spin therefore gives
\begin{equation}
S_iS_j+S_jS_i=\delta_{ij}+2(s_{1i}s_{2j}+s_{1j}s_{2i}).
\end{equation}
Solve for the last bracket and contract with $K_{ij}$. Since $K$ is symmetric and traceless, the $\delta_{ij}$ term drops:
\begin{equation}
H=\frac G2\sum_{ij}\langle K_{ij}\rangle S_iS_j .
\end{equation}
In principal axes, $K_{xx}+K_{yy}=-K_{zz}$. The part symmetric in $x$ and $y$ is
\begin{align}
\frac G2\langle K_{zz}\rangle\left[S_z^2-\tfrac12(S_x^2+S_y^2)\right]
&=\frac G2\langle K_{zz}\rangle\left(\tfrac32S_z^2-1\right)\nonumber\\
&=D\left(S_z^2-\tfrac23\right),
\end{align}
where $S_x^2+S_y^2=2-S_z^2$ was used. Hence
\begin{equation}
D=\frac{3G}{4}\left\langle\frac{r^2-3z^2}{r^5}\right\rangle .
\label{D}
\end{equation}
The remaining part, proportional to $S_x^2-S_y^2$, defines $E$. It has no expectation value in the states $M=1$ or $M=0$, so $D$ is the difference of their mean energies.

Equation (\ref{D}) contains the physics of the sign. Two electrons side by side in the plane contribute positively. A pair contributes negatively when $3z^2>r^2$, that is, when one electron is sufficiently far above the other.

\section{Spin pairs in a many-electron triplet}

A $\pi$ triplet also contains filled orbitals. Let $|0\rangle$ be the closed-shell reference, $i,j$ its filled orbitals and $a,b$ its empty ones. With real coefficients $i_\mu,a_\mu$ on atom $\mu$, write
\begin{equation}
|\Psi_{M=1}\rangle=\sum_{ia}A_{ia}\,a^\dagger_\alpha i_\beta|0\rangle,
\qquad T_{\mu\nu}=\sum_{ia}A_{ia}i_\mu a_\nu ,
\end{equation}
where $\sum A_{ia}^2=1$. The matrix $T_{\mu\nu}$ is the amplitude for the hole on $\mu$ and the excited electron on $\nu$.

With zero differential overlap the dipolar operator couples site spins. Two electrons on one site share one orbital and form a singlet, so one-centre terms vanish. For $\mu\ne\nu$, the part of the tensor that conserves $M$ is $\tfrac12\gamma_{\mu\nu}q_{\mu\nu}$, where $\gamma_{\mu\nu}$ is the two-centre average of $K_{zz}$ and
\begin{equation}
q_{\mu\nu}=2s_{\mu z}s_{\nu z}-\tfrac12(s_\mu^+s_\nu^-+s_\mu^-s_\nu^+).
\end{equation}
The state $M=1$ lies at $D/3$. Each pair is counted twice in a double sum, so
\begin{equation}
\frac D3=\frac G4\sum_{\mu\nu}\gamma_{\mu\nu}W_{\mu\nu},\qquad
D=\frac{3G}{4}\sum_{\mu\nu}\gamma_{\mu\nu}W_{\mu\nu},
\label{DW}
\end{equation}
with $W_{\mu\nu}=\langle q_{\mu\nu}\rangle_{M=1}$ and $W_{\mu\mu}=0$.

To evaluate $W$, put $q_{\mu\nu}$ in normal order with respect to $|0\rangle$. The reference is a spin singlet, so contractions with it preserve the rank-two character of $q$. A number has spin rank zero and a one-electron operator at most rank one; both contributions must vanish. What is left acts on the excited electron and the hole together.

In $2s_{\mu z}s_{\nu z}$, one factor acts on the $\alpha$ electron with coefficient $\tfrac12a_\mu b_\mu$. The other acts on the $\beta$ hole with $-\tfrac12i_\nu j_\nu$. The normal-ordered hole operator is $-i_\beta j_\beta^\dagger$, and it takes $j_\beta|0\rangle$ to $-i_\beta|0\rangle$. The two minus signs cancel. Adding the term with $\mu$ and $\nu$ exchanged gives
\begin{equation}
\tfrac12(a_\mu b_\mu i_\nu j_\nu+a_\nu b_\nu i_\mu j_\mu).
\end{equation}
In the spin-flip term, $a_\alpha^\dagger i_\beta j_\beta^\dagger b_\alpha$ takes $b_\alpha^\dagger j_\beta|0\rangle$ to $+a_\alpha^\dagger i_\beta|0\rangle$. Its contribution is
\begin{equation}
-\tfrac12(a_\mu i_\mu b_\nu j_\nu+b_\mu j_\mu a_\nu i_\nu).
\end{equation}
Multiplying by $A_{ia}A_{jb}$ and summing turns these into
\begin{equation}
W_{\mu\nu}=\tfrac12(T_{\mu\nu}^2+T_{\nu\mu}^2)-T_{\mu\mu}T_{\nu\nu}.
\label{W}
\end{equation}
The right side vanishes for $\mu=\nu$, as required. The trace of $T$ is zero because filled and empty orbitals are orthogonal; therefore $\sum_{\mu\nu}W_{\mu\nu}=1$. The total weight is fixed, and molecules differ in how it is distributed over distance. Individual weights can be negative.

Equations (\ref{DW}) and (\ref{W}) were tested on a random benzene triplet in the full Fock space of six sites, using the complete point-dipole tensor and both $M=1$ and $M=0$.

\section{What Hückel orbitals do to the weights}

These hydrocarbons are alternant: the atoms divide into two sublattices, and bonds connect opposite ones. Let $s_\mu=+1$ on one sublattice and $-1$ on the other. If a Hückel orbital satisfies $\sum_{\nu\sim\mu}i_\nu=x\,i_\mu$, the sum running over neighbours, then
\begin{equation}
\sum_{\nu\sim\mu}s_\nu i_\nu=-s_\mu\sum_{\nu\sim\mu}i_\nu=-x\,s_\mu i_\mu .
\end{equation}
Thus $a_\mu=s_\mu i_\mu$ is its antibonding partner. For one HOMO-to-LUMO configuration, $T_{\mu\nu}=i_\mu s_\nu i_\nu$, and
\begin{equation}
W_{\mu\nu}=i_\mu^2i_\nu^2(1-s_\mu s_\nu).
\label{pair}
\end{equation}
This is $2i_\mu^2i_\nu^2$ between sublattices and zero within one. The two unpaired electrons occupy opposite sublattices, with independent probabilities $2i_\mu^2$ and $2i_\nu^2$. Counting both orders, each such atom pair has weight $4i_\mu^2i_\nu^2$.

\subsection{Benzene}

Choose two orthonormal HOMOs $i,j$ and their partners $i',j'$. The excitations $i\to i'$ and $j\to j'$ have equal energy by symmetry. The electron-hole attraction couples them by
\begin{equation}
-\sum_{\mu\nu}i_\mu j_\mu V_{\mu\nu}i_\nu j_\nu,
\end{equation}
since $i'_\nu j'_\nu=i_\nu j_\nu$. This is negative for a positive-definite repulsion $V$, and the equal-sign combination is lowered. Diagonalization over all four frontier excitations confirms that it is the lowest, the $^3B_{1u}$ state.

The sum over the HOMO pair is $i_\mu i_\nu+j_\mu j_\nu=\tfrac13\cos(\pi d/3)$, where $d$ is the number of bonds between the atoms around the ring. Hence $T_{\mu\nu}=s_\nu\cos(\pi d/3)/(3\sqrt2)$. Equation (\ref{W}), with $s_\mu s_\nu=(-1)^d$, gives
\begin{equation}
W_d=\frac1{18}\left[\cos^2\frac{\pi d}{3}-(-1)^d\right].
\end{equation}
The values are $5/72$, $-1/24$ and $1/9$ for ortho, meta and para positions. There are $12$, $12$ and $6$ ordered pairs, respectively, so
\begin{equation}
D=\frac{3G}{4}\left(\frac56\gamma_o-\frac12\gamma_m+\frac23\gamma_p\right).
\end{equation}
A single configuration $i\to i'$ would instead give $\tfrac12(\gamma_o+\gamma_p)$ in the bracket. The mixture puts more weight on bonded neighbours and a negative weight on meta pairs.

\subsection{Naphthalene and anthracene}

The naphthalene HOMO has $i_\mu^2=0.1809$ on the four $\alpha$ atoms, $0.0691$ on the four $\beta$ atoms and zero on the two bridgeheads. The node removes five of the eleven bonds from the sum. Four $\alpha\beta$ bonds and two $\beta\beta$ bonds remain:
\begin{equation}
4(4)(0.1809)(0.0691)+2(4)(0.0691)^2=0.238 .
\end{equation}
In anthracene the largest density, $0.1934$, is on the two central $\mathrm{CH}$ atoms. Their bonded neighbours carry $0.0083$ each, so these bonds contribute little. The total weight on bonds is $0.133$, against $0.833$ for the benzene mixture and $0.5$ for one benzene configuration.

\section{The integral over two $2p$ functions}

The other factor is $\gamma(R)$. In Fourier space the traceless kernel becomes $4\pi(k_z^2/k^2-1/3)$: the first term comes from $-\partial_z^2(1/r)$, and the second removes its contact part. The density is $\rho=(\zeta^5/\pi)z^2e^{-2\zeta r}$. With $a=2\zeta$, the transform of $e^{-ar}$ is $8\pi a/(k^2+a^2)^2$, and multiplication by $z^2$ becomes $-\partial^2/\partial k_z^2$. Thus
\begin{align}
\hat\rho&=\frac{a^6}{4}\left[\frac4{(k^2+a^2)^3}-\frac{24k_z^2}{(k^2+a^2)^4}\right]\nonumber\\
&=\frac{a^6}{(k^2+a^2)^3}\left(1-\frac{6k_z^2}{k^2+a^2}\right).
\end{align}
Put $u=k_z/k$ and $b=6k^2/(k^2+a^2)$, and expand
\begin{equation}
(u^2-\tfrac13)(1-bu^2)^2=\sum_{l=0,2,4,6}g_l(k)P_l(u).
\end{equation}
For $\mathbf R$ in the plane, the angular integral of $P_l(u)e^{i\mathbf k\cdot\mathbf R}$ is $4\pi i^lP_l(0)j_l(kR)$. The prefactors combine as $(4\pi)^2/(2\pi)^3=2/\pi$:
\begin{equation}
\gamma(R)=\frac2\pi\int_0^\infty\!dk\,\frac{k^2a^{12}}{(k^2+a^2)^6}
\sum_l i^lP_l(0)g_l(k)j_l(kR).
\end{equation}
This was tested against second differences of Coulomb integrals over a Gaussian expansion of the same function. At the bond distance the two routes give $0.020102$ and $0.020105$ bohr$^{-3}$.

Two point dipoles would give $1/R^3=0.0540$ bohr$^{-3}$ there, almost three times as much. At this distance most of the difference comes from the mutual penetration of the two clouds: replacing each density by its spherical average already lowers the integral to $0.0233$ bohr$^{-3}$. Penetration fades quickly with distance, and the shape of the densities then matters most. The large-$R$ expansion shows the effect of shape. For each density $\langle r^2\rangle=15/(2\zeta^2)$, of which three fifths lies along $z$ and one fifth along $x$. The anisotropy is $\langle z^2\rangle-\langle x^2\rangle=3/\zeta^2$. The isotropic spread has no effect at this order, because $K_{zz}$ is harmonic away from the origin. The two anisotropies together add
\begin{equation}
\frac12\left(2\cdot\frac3{\zeta^2}\right)\partial_z^2K_{zz}
=-\frac3{\zeta^2}\,\partial_z^4\frac1r=-\frac{27}{\zeta^2R^5},
\end{equation}
since $1/r$ contains $3z^4/(8R^5)$ near the plane. Therefore
\begin{equation}
\gamma(R)\simeq\frac1{R^3}\left(1-\frac{27}{\zeta^2R^2}\right).
\end{equation}
The elongation of the densities along $z$ thus lowers the integral. At $10.58$ bohr the correction is about $9\%$ of the leading term, and the formula gives $0.00077$ bohr$^{-3}$, in agreement with the full integral. At a bond length the correction exceeds the leading term; the expansion fails and the full integral is needed.

\section{Where the fall comes from}

The prefactor $3G/4$ is $8.786$ cm$^{-1}$ bohr$^3$. For benzene, with $\gamma_o=0.02010$, $\gamma_m=0.00692$ and $\gamma_p=0.00489$ bohr$^{-3}$, the ortho, meta and para parts are
\begin{equation}
D=0.1472-0.0304+0.0287=0.1454\ \mathrm{cm}^{-1}
\end{equation}
to rounding. For naphthalene, in order of increasing distance,
\begin{equation}
D=0.0421+0.0113+0.0097+0.0004=0.0634\ \mathrm{cm}^{-1},
\end{equation}
again to rounding. Anthracene gives $0.0441$ cm$^{-1}$, of which $0.0234$ cm$^{-1}$ comes from bonded atoms.

From benzene to naphthalene the bonded part loses $0.105$ cm$^{-1}$, while $D$ loses $0.082$ cm$^{-1}$. The loss is $1.28$ times the total because the remaining pairs change in the opposite direction: they sum to $-0.002$ cm$^{-1}$ in benzene, where meta and para nearly cancel, and to $+0.021$ cm$^{-1}$ in naphthalene. From naphthalene to anthracene the bonded part accounts for $97\%$ of the fall.

The conclusion does not depend on the special benzene mixture. With one configuration, benzene has a bonded part $8.786\times0.5\times0.02010=0.088$ cm$^{-1}$ and a total of $0.110$ cm$^{-1}$. The step to naphthalene then costs $0.046$ cm$^{-1}$ in both the bonded part and the total.

A simple limit shows why size matters. Suppose the orbital density were uniform, $i_\mu^2=1/N$ on $N$ atoms. Each opposite-sublattice pair would have weight $4/N^2$. In a large frame the number of bonds grows as $N$, so their total weight falls as $1/N$. The more distant pairs approach the same law, because the sum of $1/R^3$ around one atom converges in a plane. They do so slowly: in a small molecule most atoms are near an edge and gain distant partners as the frame grows. Real HOMOs are not uniform, and their nodes and density maxima decide the actual numbers.

\section{How far to trust the numbers}

The frontier model gives $0.145$, $0.063$ and $0.044$ cm$^{-1}$. Relative to benzene the last two are $0.44$ and $0.30$, whereas the rough measured values give $0.63$ and $0.44$. The model has the right order but too steep a fall. Using one configuration throughout gives ratios of $0.58$ and $0.40$, closer to measurement, but every $D$ is then about a third too small relative to the measured value. That benzene state also lacks the required symmetry mixture.

A more even treatment lets all $\pi\to\pi^*$ single excitations mix in each molecule. On the same Hückel orbitals, the triplet matrix is
\begin{equation}
H_{ia,jb}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}
-\sum_{\mu\nu}i_\mu j_\mu V_{\mu\nu}a_\nu b_\nu .
\end{equation}
Here $F$ is the closed-shell Fock matrix of a Pariser-Parr-Pople model with neighbour coupling $-2.4$ eV, and $V$ is the Ohno repulsion with one-centre value $11.0$ eV. Equation (\ref{W}) applies unchanged. The results are $0.185$, $0.121$ and $0.086$ cm$^{-1}$, with ratios $0.65$ and $0.46$. With these parameters the trend is close to the measured one, while the values are roughly a fifth above the measured ones. The digits depend on the settings. Self-consistent orbitals raise naphthalene by $3\%$ and anthracene by $5\%$. A Mataga-Nishimoto repulsion with the same one-centre value gives $0.187$, $0.133$ and $0.096$ cm$^{-1}$, with ratios $0.71$ and $0.51$.

Configuration mixing thus nearly doubles $D$ in naphthalene and anthracene. The total weight on bonds rises to $1.17$, $0.72$ and $0.48$ in the three molecules; it can exceed one because other pairs have negative weights. In both steps the bonded part still falls by more than $D$ itself, so the explanation found with the frontier states survives in the larger space. Higher excitations and overlap densities are still missing, and neither is small. Full configuration interaction in the same model gives $0.179$ and $0.101$ cm$^{-1}$ for benzene and naphthalene. The ratio drops to $0.56$, so the close trend of the singles is partly fortuitous, although the bonded part again falls by more than $D$. Keeping all overlap densities, with symmetrically orthogonalized $2p_z$ functions, raises the all-singles values by about $10\%$ and the frontier values by $6$ to $9\%$. Agreement to a few per cent should not be expected.

The radial function matters as well. Changing $\zeta$ from $1.4$ to $1.8$ bohr$^{-1}$ raises the frontier value for benzene from $0.110$ to $0.170$ cm$^{-1}$. A more compact function is closer to a point dipole. The naphthalene ratio moves much less, from $0.47$ to $0.42$, and the order of the three molecules is unchanged.

\section{What to do in practice}

Use the frontier model to understand a trend, and list the contributions by distance. If bonded pairs dominate, the quality of the short-range integral controls the answer. Point dipoles are unsuitable: with the same weights they give $0.389$, $0.141$ and $0.090$ cm$^{-1}$. The full integral gives $0.145$, $0.063$ and $0.044$ cm$^{-1}$, so point dipoles overstate the frontier result by a factor of two or more in each molecule.

For numbers to be compared with experiment, use the same configuration space for every molecule, include all members of a degenerate level, and check the response to the radial function. Equation (\ref{pair}) requires an alternant frame and a paired HOMO-to-LUMO excitation. Without these, return to equation (\ref{W}), which holds for any triplet built from single excitations with real amplitudes, one orbital per atom and zero differential overlap (with two orbitals on one atom, as in $n\pi^*$ triplets or carbenes, one-centre terms enter). For strongly twisted molecules the in-plane integral $\gamma(R)$ no longer applies, and with heavy atoms spin-orbit coupling also contributes to $D$, which then no longer reflects the spacing of the spins alone. The distance-resolved weights and integrals are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
G = 11.7144 cm^-1 bohr^3; prefactor 3G/4 = 8.7858 cm^-1 bohr^3
bond = 1.40 angstrom = 2.6456 bohr; 2p exponent = 1.625 bohr^-1
all-singles model: beta = -2.4 eV, one-centre repulsion = 11.0 eV
gamma at 2.6456 bohr: Fourier 0.020102, Coulomb differences 0.020105, 1/R^3 0.054003 bohr^-3
gamma at 5.2912 bohr: Fourier 0.004893, Coulomb differences 0.004892, 1/R^3 0.006750 bohr^-3
random triplet, D/G in bond^-3: Fock space 0.69345468, weight formula 0.69345468
benzene: R (bohr), total weight, gamma (bohr^-3), part of D (cm^-1)
    2.6456   0.83333   0.020102   0.14717
    4.5823  -0.50000   0.006917  -0.03039
    5.2912   0.66667   0.004893   0.02866
naphthalene HOMO squared coefficients: 0.0000 0.0691 0.1809
naphthalene: R (bohr), total weight, gamma (bohr^-3), part of D (cm^-1)
    2.6456   0.23820   0.020102   0.04207
    5.2912   0.26180   0.004893   0.01125
    6.9996   0.46180   0.002395   0.00972
    9.5389   0.03820   0.001033   0.00035
anthracene HOMO squared coefficients: 0.0083 0.0483 0.0967 0.1934
anthracene: R (bohr), total weight, gamma (bohr^-3), part of D (cm^-1)
    2.6456   0.13252   0.020102   0.02340
    5.2912   0.23131   0.004893   0.00994
    6.9996   0.46151   0.002395   0.00971
    9.5389   0.00642   0.001033   0.00006
   10.5825   0.07478   0.000772   0.00051
   11.5320   0.07478   0.000605   0.00040
   13.9993   0.01869   0.000346   0.00006
D in cm^-1: one configuration, frontier, point dipoles, all singles
  benzene      0.1098 0.1454 0.3893 0.1849
  naphthalene  0.0634 0.0634 0.1408 0.1208
  anthracene   0.0441 0.0441 0.0895 0.0859
ratios to benzene, one configuration: 0.577 0.401
ratios to benzene, frontier: 0.436 0.303
ratios to benzene, all singles: 0.653 0.465
bonded-neighbour weights: 0.8333 0.2382 0.1325
bonded-neighbour loss / total loss of D, two steps: 1.281 0.967
frontier D for 2p exponent 1.4 bohr^-1: 0.1099 0.0515 0.0369 cm^-1
frontier D for 2p exponent 1.8 bohr^-1: 0.1698 0.0714 0.0489 cm^-1
\end{verbatim}
